# Steady Electromigration Stress in Branched Interconnects from Nodal Voltages

## 1. What dimensions and symmetry allow

A confined metal line whose ends block atoms settles under a steady current, if no void opens, into a state in which stress holds the atoms against the electron wind. Two energies per atom compete: $\Omega\sigma$, with $\Omega$ the atomic volume and $\sigma$ the hydrostatic stress (tension positive), and $|Z^*|eV$, with $-|Z^*|e$ the effective charge of an atom and $V$ the electric potential. Their balance makes the natural unit of stress per volt

$$\beta=\frac{|Z^*|e}{\Omega}.$$

The stress change from the initial uniform value $\sigma_T$ is linear in the current when the equations are linear. This excludes factors that depend on $|Z^*|eV/kT$ or on $\sigma/B$, where $B$ is the elastic modulus. Adding a constant to $V$ cannot change the stress, so only differences of $V$ may enter. Suppose further that the two energies balance locally, $\Omega\,d\sigma=\pm|Z^*|e\,dV$ along the line, which Section 3 will prove. The stress then follows the local potential, measured from some reference voltage $\bar V$ of the network itself:

$$\sigma(x)-\sigma_T=\pm\beta\,[\bar V-V(x)].$$

Dimensions do not give the sign, nor the weights in $\bar V$, which might contain ratios of lengths, areas, moduli or diffusivities. The sign comes from the force on an atom, the weights from conservation of atoms. Diffusivities turn out to be absent because every atomic flux vanishes.

## 2. Model

The network consists of straight segments $k$ joined at nodes. Segment $k$ has length $L_k$, uniform cross-section $A_k$, diffusivity $D_k$ and modulus $B_k$, the last describing the metal together with its stiff surroundings. Temperature $T$, $\Omega$ and $Z^*$ are uniform, all outer ends block atoms, and the branch currents are steady.

**Flux.** When an atom is added at a lattice sink under tension $\sigma$, the metal expands by $\Omega$ and the traction does work $\Omega\sigma$. The chemical potential is therefore $\mu=\mu_0-\Omega\sigma$, provided vacancies are in local equilibrium with such sinks. The electric force on the effective charge is $-|Z^*|e\,E=+|Z^*|e\,\partial V/\partial x$, because $E=-\partial V/\partial x$. It points to higher potential, the way electrons move. Mobility $D/kT$ and atom density $1/\Omega$ give the flux

$$J=\frac{D}{\Omega kT}\left(-\frac{\partial\mu}{\partial x}+|Z^*|e\frac{\partial V}{\partial x}\right)
=\frac{D}{kT}\frac{\partial u}{\partial x},\qquad u=\sigma+\beta V .$$

**Storage.** The enclosed volume is fixed, so tension means missing atoms. To first order the atom density is

$$n=\frac1\Omega\left[1-\frac{\sigma-\sigma_T}{B}\right].$$

Inserting this in $\partial n/\partial t=-\partial J/\partial x$ and multiplying by $-\Omega$ gives

$$\frac1B\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left(M\frac{\partial u}{\partial x}\right),\qquad M=\frac{D\Omega}{kT}. \tag{1}$$

Since $V$ is steady, $\partial\sigma/\partial t=\partial u/\partial t$, and $u$ obeys a diffusion equation. At a junction $\sigma$ and $V$ are continuous, hence so is $u$, and the flows $AM\,\partial u/\partial x$ leaving along all segments sum to zero. At a blocked end the single flow is zero.

## 3. Why every flux vanishes

In the steady state $(AMu')'=0$ in each segment. Multiply by $u$, integrate by parts and sum over segments:

$$0=\sum_k\int_0^{L_k}u\,(AMu')'\,dx=\sum_k\big[u\,AMu'\big]_0^{L_k}-\sum_k\int_0^{L_k}AM(u')^2dx .$$

The end terms can be collected node by node. All segments meeting at a node share one value of $u$, which multiplies the sum of their flows, and that sum is zero. What remains is a sum of non-negative terms equal to zero. Hence $u'=0$ everywhere and, the network being connected,

$$\sigma(x)+\beta V(x)=u^* \tag{2}$$

with one constant $u^*$. The argument needs $D>0$ but not equal diffusivities, and it holds with loops.

It does need a common $Z^*$. If $\beta_k$ differs between segments, $\sigma+\beta_kV$ jumps at nodes. In a tree the flux still vanishes, since each segment separates the tree into two blocked parts and a steady flow through it would change their atom content. In a network with a single loop, let $q$ be the steady flow around it; the side branches carry none. Then $q/(A_kM_k)=\sigma'+\beta_kV'$. Integrating once around cancels the stress differences and leaves

$$q\sum_{\rm loop}\frac{L_k}{A_kM_k}=\sum_{\rm loop}\beta_k\,(V_b-V_a),$$

where $a$ and $b$ are the start and end of each segment in the direction of travel. For equal $\beta_k$ the right side is zero. Otherwise it is in general not zero, atoms circulate, and formula (2) fails.

## 4. The constant from conservation of atoms

No atom leaves the network and the enclosed volume is fixed. This is the content of "volume conservation" here. The integral of $n$ therefore keeps its initial value:

$$\sum_k\int_0^{L_k}\frac{A_k}{B_k}(\sigma-\sigma_T)\,dx=0. \tag{3}$$

Put $\sigma=u^*-\beta V$ into (3) and define $c_k=A_kL_k/B_k$. The current density is uniform in a segment, so $V$ is linear there and $\int_0^{L_k}V\,dx=L_k(V_a+V_b)/2$. Then

$$(u^*-\sigma_T)\sum_kc_k-\beta\sum_kc_k\frac{V_a+V_b}{2}=0,$$

which gives $u^*=\sigma_T+\beta\bar V$ and the result

$$\boxed{\;\sigma(x)=\sigma_T+\beta\,[\bar V-V(x)],\qquad
\bar V=\frac{\sum_kc_k\,(V_a+V_b)/2}{\sum_kc_k}\;} \tag{4}$$

For a uniform modulus the weights are segment volumes, and for equal thickness they reduce to width times length. If the initial stress is not uniform, the same algebra holds with $\sigma_T$ replaced by its average with weight $A/B$.

**The transient does lead here.** Let $w=u-u^*$. Multiplying (1) by $Aw$ and integrating by parts as in Section 3 gives

$$\frac{d}{dt}\,\frac12\sum_k\int\frac AB w^2dx=-\sum_k\int AM(w')^2dx .$$

By (3), $w$ has zero weighted mean. For such functions the right side is at most $-(1/\tau)\sum\int(A/B)w^2dx$, where $\tau$ is the slowest relaxation time of the network. The squared deviation thus falls at least as fast as $e^{-2t/\tau}$. Diffusivities set $\tau$ but not the end state.

## 5. Procedure

1. Solve the resistor network for the node voltages. In a segment with resistivity $\rho$ and current density $j$ from $a$ to $b$, $V_a-V_b=\rho jL$. Any node may be the zero of potential.
2. Form $c_k$ for every segment, including those without current, and evaluate $\bar V$.
3. Evaluate (4) at the nodes. Stress is linear between nodes, so its extremes lie there. The largest tension is at the node of lowest potential:

$$\sigma_{\max}=\sigma_T+\beta(\bar V-V_{\min}).$$

Once the voltages are known, the work grows in proportion to the number of segments and nodes.

**One segment.** With $V_a=0$ and $V_b=\rho|j|L$, $\bar V=\rho|j|L/2$, so the end stresses are $\sigma_T\pm\beta\rho|j|L/2$, tensile at the low-potential end. A tension limit $\sigma_c$ becomes $|j|L\le2(\sigma_c-\sigma_T)/(\beta\rho)$.

**A current-free stub.** A stub has the potential $V_s$ of the node that carries it, and its stress is uniform. If it makes up a fraction $\phi$ of the total weight and $\bar V_0$ is the average without it, then $\bar V=(1-\phi)\bar V_0+\phi V_s$. At fixed currents every nodal stress shifts by

$$\Delta\sigma=\beta\phi\,(V_s-\bar V_0). \tag{5}$$

A stub on a node above the average potential raises the tension at the cathode, because it takes up atoms that the wind delivers. On a node below the average it supplies atoms and lowers that tension.

## 6. Worked example: a copper tree

The parameters are rough typical values for damascene copper lines: $T=378$ K, $\Omega=0.0118$ nm³, $|Z^*|=1.0$, $\rho=3.0$ µΩ cm, $B=28$ GPa, thickness 200 nm and $\sigma_T=50$ MPa. Then

$$\beta=\frac{1.602\times10^{-19}\ \mathrm C}{1.18\times10^{-29}\ \mathrm{m^3}}=13.58\ \mathrm{MPa/mV}.$$

A current of 300 µA enters at node 2. Of this, 200 µA leaves at node 0 and 100 µA at node 3. Segment 2–4 is a stub.

| Segment | $L$ (µm) | Width (nm) | $\lvert j\rvert$ (MA/cm²) | Mean $V$ (mV) |
|---|---|---|---|---|
| 0–1 | 20 | 100 | 1.00 | 3.000 |
| 1–2 | 15 | 200 | 0.75 | 7.688 |
| 1–3 | 25 | 100 | 0.50 | 4.125 |
| 2–4 | 10 | 200 | 0 | 9.375 |

At 1 MA/cm² the field is 0.3 mV/µm. With $V_0=0$ this gives $V_1=0.3\times20=6.000$ mV, $V_2=6.000+0.225\times15=9.375$ mV and $V_3=6.000-0.15\times25=2.250$ mV, while $V_4=V_2$. The weights, width times length in µm², are 2, 3, 2.5 and 2, so

$$\bar V=\frac{2(3.000)+3(7.688)+2.5(4.125)+2(9.375)}{9.5}=6.118\ \mathrm{mV}.$$

At node 0 the stress is $50+13.58\times6.118=133$ MPa. The others are 52 MPa at node 1, 103 MPa at node 3, and 6 MPa at nodes 2 and 4. Electrons enter at nodes 0 and 3 and push atoms away from them, which is why these nodes carry the highest tension.

Without the stub, $\bar V_0=39.375/7.5=5.250$ mV and node 0 has 121 MPa. Equation (5), with $\phi=2/9.5$, gives the stub's effect as $13.58\times0.2105\times(9.375-5.250)=+11.8$ MPa. The same stub moved to node 0 gives $13.58\times0.2105\times(0-5.250)=-15.0$ MPa, hence 106 MPa. The currents are the same in all three cases.

The time needed does depend on diffusion. Take $D=D_0e^{-E_a/kT}$ with the rough values $D_0=1.3\times10^{-5}$ cm²/s and $E_a=0.80$ eV, so $D=2.80\times10^{-16}$ cm²/s. Equation (1), discretized into finite volumes 0.25 µm long and solved by its eigenmodes, has a slowest relaxation time of 4.5 years. After ten years node 0 has reached 130 MPa.

## 7. The steady stress does not bound the earlier stress

**A bound for all times.** Let $K=\sigma_T+\beta V_{\max}$ and let $p=\max(u-K,0)$. Multiplying (1) by $Ap$ and integrating by parts, with the node terms cancelling as before, gives

$$\frac{d}{dt}\,\frac12\sum_k\int\frac AB p^2dx=-\sum_k\int AM(p')^2dx\le0 .$$

Initially $u=\sigma_T+\beta V\le K$, so $p=0$, and it stays zero. Therefore $u\le K$ and

$$\sigma(x,t)-\sigma_T\le\beta\,(V_{\max}-V_{\min}) \tag{6}$$

at all times. For the tree this is $50+13.58\times9.375=177$ MPa. That is a safe limit and not a prediction: the highest tension found in the computed evolution is the steady 133 MPa.

**One uniform segment is safe.** Here $u-u^*$ starts linear and odd about the midpoint, and stays odd. In the low-potential half $u\le u^*$ initially and $u=u^*$ at the midpoint, so the same argument keeps $u\le u^*$, and the tension never exceeds its steady profile. In the other half $\sigma-\sigma_T$ starts at zero, is zero at the midpoint, and at the blocked end has slope $-\beta V'<0$. This drives it negative, so no tension above $\sigma_T$ arises there. The steady limit on $|j|L$ therefore suffices.

**Two unequal arms are not.** Consider a uniform line fed at one interior node, with a short arm of length $a$ and a long arm of length $b$. Both outer ends are at zero potential and the feed is at $V_1$. Each arm has mean potential $V_1/2$, so $\bar V=V_1/2$ and the steady rise at both ends is $\beta V_1/2$.

At early times the far end is not felt. Put $x=0$ at the end of the short arm. Reflecting the problem there satisfies the blocked condition, and the diffusion kernel gives

$$\frac{u(0,t)-\sigma_T}{\beta}=\frac{2}{\sqrt\pi\,s}\int_0^\infty V(x)\,e^{-x^2/s^2}dx,\qquad s=2\sqrt{\kappa t},\quad \kappa=BM .$$

This is an average of $V$ over a distance $s$ from the end. When $s$ exceeds $a$ but is well below $b$, the average is dominated by the high-potential part of the long arm and exceeds $V_1/2$.

To find the peak, write $V=g_1x-(g_1+g_2)(x-a)_+$, where $g_1=V_1/a$, $g_2=V_1/b$ and $(x-a)_+$ is zero for $x<a$. The two integrals give, with $z=a/s$,

$$\frac{u(0,t)-\sigma_T}{\beta}=\frac{g_1s}{\sqrt\pi}-(g_1+g_2)\,s\left[\frac{e^{-z^2}}{\sqrt\pi}-z\,\mathrm{erfc}\,z\right].$$

The second term is $-(g_1+g_2)$ times $se^{-a^2/s^2}/\sqrt\pi-a\,\mathrm{erfc}(a/s)$. In the $s$-derivative of that expression the pieces proportional to $a^2/s^2$ cancel and $e^{-z^2}/\sqrt\pi$ remains. The maximum is thus at $g_1=(g_1+g_2)e^{-z^2}$. With $r=a/b=g_2/g_1$ this reads $z^2=\ln(1+r)$. At that point the terms in $1/\sqrt\pi$ cancel, leaving $(g_1+g_2)\,a\,\mathrm{erfc}\,z$. Since $V(0)=0$, this is the stress rise itself:

$$\frac{\sigma_{\rm peak}-\sigma_T}{\beta V_1/2}=2(1+r)\,\mathrm{erfc}\sqrt{\ln(1+r)},\qquad
t_{\rm peak}=\frac{a^2}{4\kappa\ln(1+r)} . \tag{7}$$

For small $r$, $s\approx\sqrt{ab}$ is much less than $a+b$, as the neglect of the far end requires. The ratio then tends to 2, so the bound (6) can be approached. For arms of nearly equal length the far end is felt before the peak, and (7) no longer applies.

Take $a=5$ µm and $b=45$ µm, both 100 nm wide, with 1.80 and 0.20 MA/cm² flowing outward. Then $V_1=0.54\times5=2.70$ mV and the steady stress at both ends is $50+13.58\times1.35=68.3$ MPa. With $r=1/9$, (7) gives a ratio of 1.44 and a peak of $50+1.436\times18.33=76.3$ MPa. From $\kappa=DB\Omega/kT=1.78\times10^{-18}$ m²/s the peak comes at about 387 days. The finite-volume evolution, sampled at discrete times, gives 76.3 MPa at 385 days. Bound (6) is 86.7 MPa.

A line judged against a limit of 70 MPa would pass on its steady stress and yet exceed the limit on the way. Within this model, a branched network started at uniform stress stays below a tension limit if $\sigma_T+\beta(V_{\max}-V_{\min})$ does; a limit on compression has to be checked separately. If only the steady maximum does, the transient has to be computed.

## 8. If a void opens

A void surface cannot carry normal traction. Neglecting surface tension, the adjoining metal has $\sigma=0$. Suppose the void sits at the lowest-potential node, this node is an outer end, the liner carries the current past it, and the branch currents stay fixed. The flux still vanishes in the final state, so (2) holds, but its constant is now set by the void: $\sigma=-\beta(V-V_{\min})$. Equation (3) gives way to a balance that includes the void volume $v$, here for uniform $B$ and total volume $v_0$:

$$v=\frac1B\sum_k\int A(\sigma_T-\sigma)dx=\frac{v_0}{B}\big[\sigma_T+\beta(\bar V-V_{\min})\big]=v_0\frac{\sigma_{\max}}{B}.$$

In this approximation the void-free maximum thus also gives the final void size. For the tree, $v_0=9.5\times0.2=1.9$ µm³ and $v=1.9\times133/28000=0.0090$ µm³. This equals 0.45 µm of the 100 nm line, which is short beside 20 µm, so the voltage differences within the remaining metal change little. In these formulas $V_{\min}$ is the potential of the metal at the edge of the void. The voltage across the void itself is another matter: a thin refractory liner is so resistive that it can drop more than the whole tree does, and its heating can spoil the assumption of uniform temperature. In this idealized final state the stress at node 2 falls from 6 to $-127$ MPa. That state is far off: with $\sigma=0$ held at node 0 the slowest relaxation time is about 33 years, and a void opened in the steady void-free state has only about a third of its final volume after ten years.

Two omissions are large enough here to make these numbers rough estimates:

- **Surface tension.** A curved void surface leaves a stress $\sigma_v$ in the adjoining metal, tensile if the void bulges into it. The void volume becomes $v_0(\sigma_{\max}-\sigma_v)/B$. With a rough surface energy of 1.7 J/m² and radii of 50 and 100 nm, half the width and thickness of the line, $|\sigma_v|=1.7\,(1/50+1/100)\times10^{9}$ Pa $=51$ MPa, which changes the volume by 38%.
- **Liner heating.** Take a liner 5 nm thick on three sides of the line, with a rough resistivity of 200 µΩ cm. Over 0.45 µm its resistance is 360 Ω, so 200 µA drops 72 mV and releases 14 µW. Let this heat enter the copper at one end, with conductivity 300 W/(m K) and cross-section 0.02 µm², and leak out through the dielectric of Section 9, which takes 0.06 W/(m K) per unit length. The end then warms by $14.4\times10^{-6}/\sqrt{300\times2\times10^{-14}\times0.06}=24$ K. This is an upper estimate, because 0.06 W/(m K) ignores sideways spreading. For an isolated line of this shape, two-dimensional conduction gives 0.5 to 0.7 W/(m K), and the warming, which scales as the inverse square root of that value, drops to 7 to 8 K. A second path for the heat, through the via, would lower it further. At the 3.6 MPa per kelvin found in Section 9, thermomigration then amounts to 25 to 30 MPa, and to about 85 MPa without spreading.

## 9. Comparison with real lines

Copper lines with refractory-metal barriers at their vias come close to the blocked ends assumed here, and current densities near 1 MA/cm² and temperatures near 378 K are of the order met in use. The effective charge, modulus and initial stress vary with process and are known only roughly. The stress rise is proportional to $|Z^*|$, so a 20% change in it moves the 83 MPa rise at node 0 by 17 MPa. The absence of a void is an assumption that can fail. With a rough surface energy $\gamma=1.7$ J/m², a flaw of radius $2\gamma/\sigma=26$ nm can open at 133 MPa, after which Section 8 applies and the tension at that node falls.

The smaller omissions can be sized for the tree:

- **Heating.** If heat leaves through 500 nm of dielectric of conductivity $k_d=0.3$ W/(m K) without spreading sideways, the 1 MA/cm² segment warms by $\rho j^2h\,d/k_d=1.0$ K, where $h$ is the line thickness and $d$ the dielectric thickness. With a rough heat of transport $Q=0.1$ eV, balancing $\Omega\sigma'$ against $QT'/T$ gives $Q\,\Delta T/(T\Omega)=3.6$ MPa. Both are upper estimates: conduction along the line lowers the warming to about 0.9 K, and sideways spreading from an isolated line lowers it to about 0.1 K.
- **Junctions.** Five squares of side 200 nm make up 2.1% of the area. Miscounting their volume shifts the stress by less than 2.7 MPa. Their effect on the voltages adds to this: an error of 0.2 µm in the length of the 1 MA/cm² segment is 0.06 mV, or 0.8 MPa.
- **Nonlinear storage.** Replacing the linear density by $n\propto e^{-(\sigma-\sigma_T)/B}$ changes $u^*$ by 0.02 MPa.
- **Stress-dependent diffusion.** The factor $e^{\Omega(\sigma-\sigma_T)/kT}$ is 1.2 at node 0. It alters the timing but not the steady state, since Section 3 requires only $D>0$.
